# Explicit Dopant Forces plus Full Brooks-Herring Scattering Count Impurities Twice

Take a particle simulation of a doped semiconductor in which every donor ion is a point in space and every electron feels the force of the ions near it. Leave the impurity scattering routine switched on. For the silicon-like example below, with forces resolved down to 0.5 nm, the combined relaxation rates give a mobility of 450 cm²/Vs. The same model with impurities counted once by the Brooks-Herring rate gives 601 cm²/Vs. Nothing in such a run need signal a fault: the trajectories are smooth between scattering events, and those events follow the right angular law. For the model being simulated, the resistance is simply too high.

## The belief and its appeal

The belief is that explicit ions and Brooks-Herring scattering complement each other. The force supplies what a rate cannot: the positions of individual dopants and the differences between nominally equal devices. The rate supplies quantum collisions, which a classical trajectory lacks. Keeping both seems the more complete choice.

The appeal has a sound origin. In a Monte Carlo simulation with smooth doping, the electric field comes from the average ion density. A uniform average density exerts no deflecting force, so impurity scattering must be added as random events. Once the ions become discrete, however, the field contains the very fluctuations that those events represented. The question is how much momentum relaxation the force already produces.

## What the Brooks-Herring rate contains

Consider a parabolic, isotropic band with mass $m$, and independent, randomly placed, singly charged ions of density $n$. An electron at distance $r$ from an ion has the potential energy

$$V(r)=-\frac{C}{r}e^{-\kappa r},\qquad C=\frac{e^2}{4\pi\varepsilon},$$

where $1/\kappa$ is the Debye length. Since $(\nabla^2-\kappa^2)(e^{-\kappa r}/r)=-4\pi\delta(\mathbf r)$, the Fourier transform is $V(q)=-4\pi C/(q^2+\kappa^2)$.

A collision through angle $\theta$ keeps, on average, the fraction $\cos\theta$ of the initial momentum. The momentum relaxation rate is therefore $G=nv\sigma$, with

$$\sigma=\int(1-\cos\theta)\frac{d\sigma}{d\Omega}\,d\Omega .$$

In the Born approximation $d\sigma/d\Omega=(m/2\pi\hbar^2)^2|V(q)|^2$. Elastic scattering at wavevector $k$ has $q^2=2k^2(1-\cos\theta)$, so $1-\cos\theta=q^2/2k^2$ and $\sin\theta\,d\theta=q\,dq/k^2$. Hence

$$\sigma=2\pi\frac{m^2}{4\pi^2\hbar^4}\int_0^{2k}\frac{q^2}{2k^2}|V(q)|^2\frac{q\,dq}{k^2}
=\frac{m^2}{4\pi\hbar^4k^4}\int_0^{2k}q^3|V(q)|^2dq. \tag{1}$$

For the screened ion put $u=q^2$ and $\beta=2k/\kappa$:

$$\int_0^{2k}\frac{q^3dq}{(q^2+\kappa^2)^2}
=\frac12\left[\ln(u+\kappa^2)+\frac{\kappa^2}{u+\kappa^2}\right]_0^{4k^2}
=\frac12\left[\ln(1+\beta^2)-\frac{\beta^2}{1+\beta^2}\right].$$

The prefactor is $16\pi^2C^2m^2/(4\pi\hbar^4k^4)=4\pi(C/2E)^2$, because $\hbar^2k^2/m=2E$. The Brooks-Herring cross-section is therefore

$$\sigma_{BH}=2\pi\left(\frac{C}{2E}\right)^2\left[\ln(1+\beta^2)-\frac{\beta^2}{1+\beta^2}\right]. \tag{2}$$

At one hundredth of the silicon example's coupling, partial-wave cross-sections at $E=3kT$, averaged over an attractive and a repulsive ion to cancel the first correction to the Born result, agree with this formula to 0.002 %.

## What the force contains

Now let a classical electron pass an ion at impact parameter $\mathbf b$, moving along $z$ with speed $v$ and momentum $p=mv$. If the deflection is weak, the force may be integrated along the undisturbed straight line:

$$\Delta\mathbf p(\mathbf b)=-\frac1v\nabla_b\int_{-\infty}^{\infty}V\,dz .$$

Integration over $z$ selects the Fourier components with $q_z=0$, so

$$\Delta\mathbf p(\mathbf b)=-\frac1v\int\frac{d^2q}{(2\pi)^2}\,i\mathbf q\,V(q)e^{i\mathbf q\cdot\mathbf b}.$$

For small angles $1-\cos\theta\approx\theta^2/2=|\Delta\mathbf p|^2/2p^2$. Parseval's theorem converts the sum over impact parameters into a sum over wavevectors:

$$\sigma=\int d^2b\,\frac{|\Delta\mathbf p|^2}{2p^2}
=\frac{1}{2p^2v^2}\int\frac{d^2q}{(2\pi)^2}q^2|V(q)|^2
=\frac{1}{4\pi p^2v^2}\int_0^\infty q^3|V(q)|^2dq. \tag{3}$$

Since $pv=\hbar^2k^2/m$, the prefactors of (1) and (3) are identical. The integrands are identical too. The two results differ in their upper limit: a quantum electron cannot transfer more than $2k$, whereas the straight-line estimate has no such bound. To leading order in the potential, then, the force and the golden-rule rate are two descriptions of the same momentum loss.

For the unsoftened ion, (3) diverges logarithmically at large $q$, because close passages are not weak deflections. A simulation softens the force at some length $s$. A convenient model is

$$V_{MD}(r)=-\frac Cr\left(e^{-\kappa r}-e^{-Kr}\right),\qquad K=\frac1s>\kappa,$$

which is finite at the ion. Its transform is

$$V_{MD}(q)=-4\pi C\left[\frac1{q^2+\kappa^2}-\frac1{q^2+K^2}\right]=\frac{K^2-\kappa^2}{q^2+K^2}\,V(q). \tag{4}$$

To evaluate (3), write $a=\kappa^2$, $b=K^2$ (from here on $b$ is no longer the impact parameter) and cut the integral at a large $u=U$. Squaring the bracket in (4) gives three terms:

$$\int_0^U\frac{u\,du}{(u+a)^2}\to\ln\frac Ua-1,\qquad
\int_0^U\frac{u\,du}{(u+b)^2}\to\ln\frac Ub-1,$$

$$-2\int_0^U\frac{u\,du}{(u+a)(u+b)}\to-\frac{2}{b-a}\left[b\ln\frac Ub-a\ln\frac Ua\right].$$

The last line uses $u/[(u+a)(u+b)]=[b/(u+b)-a/(u+a)]/(b-a)$. In the sum $\ln U$ cancels. The coefficient of $\ln b$ is $-1+2b/(b-a)=(b+a)/(b-a)$, and that of $\ln a$ is its negative. With the factor $\tfrac12$ from $q^3dq=\tfrac12u\,du$,

$$\sigma_{MD}=2\pi\left(\frac C{2E}\right)^2\left[\frac{K^2+\kappa^2}{K^2-\kappa^2}\ln\frac{K^2}{\kappa^2}-2\right]. \tag{5}$$

Two limits show what this means. For $K\gg\kappa$ the bracket becomes $\ln(K^2/\kappa^2)-2$, a logarithm of the same kind as in (2). For $K\to\kappa$, with $K^2=\kappa^2(1+\epsilon)$, it becomes $\epsilon^2/6$: as the softening length approaches the screening length, this model force vanishes and relaxes nothing. Other forms of softening need not vanish there. Double counting is thus a matter of degree, set by the resolution of the force. Classical deflection integrals at weak coupling, again averaged over an attractive and a repulsive ion, reproduce (5) with a ratio of 1.00000 for $K=4\kappa$.

## Many ions at once

Equations (3) and (5) concern one ion. In a crowd of ions an electron feels many overlapping forces, so it remains to check that the one-ion rates add. This was tested directly. Use units in which the mass, the initial speed and the screening length are 1, so that $E=0.5$. Take $C=0.03$, ion density 0.5, $K=4$ and $k=4$, hence $\beta=8$. The predicted rates are

$$G_{BH}=0.5\cdot2\pi(0.03)^2\left[\ln65-\tfrac{64}{65}\right]=0.00902,$$

$$G_{MD}=0.5\cdot2\pi(0.03)^2\left[\tfrac{17}{15}\ln16-2\right]=0.00323 .$$

Electrons were followed through four periodic boxes, each with 2048 randomly placed ions, and the decay of the mean cosine between initial and current direction was measured. The random events used the rate at the initial speed.

- Force only: $0.00305\pm0.00008$, against 0.00323 predicted.
- Force plus full Brooks-Herring events: $0.0119\pm0.0002$, against $0.00323+0.00902=0.01225$.

Both agree with prediction within the 10 % tolerance set for ion sampling and higher-order coupling. The rates add. The second run relaxes momentum 32 % faster than Brooks-Herring alone, where (2) and (5) predict 36 %.

## What may be added

If the force resolves only part of the ion, something is missing, and it is natural to supply it by Brooks-Herring scattering from the unresolved core, $V_{core}=V-V_{MD}=-(C/r)e^{-Kr}$. This falls short, because rates depend on the square of the potential:

$$|V|^2=|V_{MD}|^2+|V_{core}|^2+2V_{MD}V_{core}. \tag{6}$$

The transforms of both parts are negative at every $q$, so the cross term is positive. In the box example the core alone contributes 0.00229 and the cross term 0.00356. Force plus core events would give $0.00323+0.00229=0.00552$, or 61 % of the required 0.00902.

The complementary rate uses $|V|^2-|V_{MD}|^2$ in (1). It is not negative, since the factor in (4) lies between 0 and 1. With such events added to the force, the measured rate was $0.0089\pm0.0002$, consistent with 0.00902. A mismatch is built in: the classical force also feels Fourier components of the potential above $2k$, which the Born rate (1) leaves out. Here the predicted sum exceeds $G_{BH}$ by $0.00323+0.00229+0.00356-0.00902=0.00006$, which is under 1 %. The excess grows when $K$ is comparable with $2k$ or larger.

When that excess is small, this repair matches rates. It does not make the classical trajectory and the random event a coherent quantum process, and it rests on weak coupling. For stronger ions, the momentum rate to be added at each energy is $G_{BH}-G_{MD}$, with $G_{MD}$ taken from the actual classical motion. Where that difference is negative, no added scattering can help; the force itself relaxes too much.

## From rates to mobility

Let a weak field $F$ act along $z$ on electrons of charge $-e$, with Maxwell-Boltzmann equilibrium $f_0$. The steady Boltzmann equation is $-eF\,\partial f_0/\partial p_z=-Gf_1$. Since $\partial f_0/\partial p_z=-v_zf_0/kT$,

$$f_1=-\frac{eFv_z}{G\,kT}f_0 .$$

Average $v_zf_1$ over directions with $v_z^2\to2E/3m$, and let $x=E/kT$. The density of states contributes $x^{1/2}$, so

$$\mu=\frac{2e}{3m}\,\frac{\int x^{3/2}e^{-x}G^{-1}dx}{\int x^{1/2}e^{-x}dx}
=\frac em\left\langle\frac1G\right\rangle,\qquad
\langle A\rangle=\frac{\int x^{3/2}e^{-x}A\,dx}{\int x^{3/2}e^{-x}dx}. \tag{7}$$

The second form uses $\int x^{3/2}e^{-x}dx=\tfrac32\int x^{1/2}e^{-x}dx$, from integration by parts.

With lattice rate $G_L$, the doubly counted simulation has $G=G_L+G_{MD}+G_{BH}$. At every energy this exceeds both $G_L+G_{MD}$ and $G_L+G_{BH}$. Its mobility is therefore below that of either model with impurities counted once.

When the force resolves the full Brooks-Herring relaxation, $G_{MD}=G_{BH}=G_I$, the error is also bounded from the other side. Because $G_L+2G_I\le2(G_L+G_I)$, the simulation retains at least half the correct mobility. It retains exactly half if lattice scattering is absent. Phonons dilute the error without removing it.

## A silicon-like resistor

Take 300 K, $10^{18}$ donors per cm³, permittivity 11.7, mass $0.26\,m_e$ and a lattice mobility of 1400 cm²/Vs, with $G_L\propto x^{1/2}$. These are rough typical values for n-type silicon. They give $C=0.1231$ eV nm and a Debye length of 4.09 nm.

Apart from its slowly varying bracket, (2) gives $G_{BH}\propto x^{1/2}x^{-2}=x^{-3/2}$. If impurities alone limited the mobility, the integrand of (7) would therefore roughly follow $x^3e^{-x}$, which peaks at $E=3kT=0.0776$ eV. In this example lattice scattering and the bracket move the actual peak down to about $1.85kT$, so $3kT$ serves only as a reference energy. At $3kT$, $C/2E=0.793$ nm and $\beta=5.95$. Equation (2) gives

$$\sigma_{BH}=2\pi(0.793)^2\,[3.595-0.973]\approx10.4\ \text{nm}^2 .$$

The exact classical deflection integral for $s=0.5$ nm gives 7.5 nm². The force alone thus supplies nearly three quarters of the Brooks-Herring relaxation at this energy. The weak-deflection formula (5) would give about 9.2 nm². It is not accurate here, because the softened well is 0.216 eV deep, nearly three times the electron's kinetic energy, so close passages are not weak deflections.

The mobilities below, in cm²/Vs, are for free electrons and assume that the one-ion rates add at this stronger coupling too. They are to be compared with 601 for Brooks-Herring counted once:

| $s$ (nm) | force only | force + full BH | force + core BH |
|---|---|---|---|
| 0.5 | 661 | 450 | 654 |
| 1.0 | 793 | 500 | 736 |
| 2.0 | 1042 | 563 | 745 |

At $s=0.5$ nm, double counting lowers the mobility by 25 % relative to 601, while deleting the Brooks-Herring rate raises it by 10 %. Deletion is the better of the two simple choices. At $s=1$ nm the order has already reversed: keeping the full rate costs 17 %, whereas deleting it overestimates the mobility by 32 %. At $s=2$ nm the two errors are 6 % and 73 %. In this example, switching off impurity scattering when the ions are explicit is therefore the better choice at 0.5 nm and the worse one at 1 and 2 nm. These numbers, and the ranking at 1 nm, belong to the form of softening chosen here. If $1/r$ in the screened potential is instead replaced by $1/\sqrt{r^2+s^2}$, the same kind of calculation at $s=1$ nm gives 717 for the force alone and 473 with full Brooks-Herring events, errors of +19 % and −21 % relative to 601, so deletion is then slightly the better choice. That margin is too small to survive a change of reference: against the partial-wave value of 573 given below, the same two numbers are about 25 % too high and 17 % too low. Adding $G_{BH}-G_{MD}$ restores 601 in all three rows of the table. That agreement follows from the construction, since the classical rate does not noticeably exceed $G_{BH}$ here; it is not independent evidence.

## How far the example can be trusted

Brooks-Herring is a comparison level, not the exact answer. Partial waves for the same screened ion give 11.3 nm² at $3kT$ and a mobility of 573 cm²/Vs, 5 % below the Born value. Against this better reference, the doubly counted 450 is still more than 20 % too low.

Other neglected effects can be sized for an ideal force with $G_{MD}=G_{BH}$. The mobility then falls from 601 to 422 cm²/Vs on double counting, a ratio of 0.70. Each change below was made separately, with the lattice rate held fixed.

- Fermi statistics, including their effect on screening, leave the ratio at 0.70.
- Using a density-of-states mass of $0.328\,m_e$ for wavevector and speed, a partial account of the anisotropic valleys, gives 0.71.
- An isolated donor level 0.045 eV deep would leave 76 % of the donors ionized and give 0.72, if neutral donors do not scatter.
- Very fast electron-electron exchange gives 0.65. It forces a drifting Maxwellian, $f_1\propto v_zf_0$; momentum balance then yields $\mu=(e/m)/\langle G\rangle$ in place of (7).

None of these removes the error.

The absolute mobility is another matter. Measured electron mobility in silicon at this doping is roughly 250 to 300 cm²/Vs, half the model's 601 or less. None of the corrections above, taken singly, closes that gap; the largest reduction, from fast electron exchange, reaches 558. The smooth Debye screening is also open to question. It supposes many mobile electrons within one Debye length of an ion, whereas at this density a sphere of that radius holds 0.29 on average. The effect on the mobility was not computed. The doubly counted 450 lies closer to the measured value than 601 does, but this is no argument for it. One error has partly offset others, and the offset depends on $s$, a numerical setting that the material knows nothing about.

The table also leaves out trapping. A classical electron that loses energy, to phonons for instance, can settle into a softened well, where no quantum ground state limits how deep it sinks. In thermal equilibrium, one-ion estimates put roughly 17 to 30 % of the electrons in orbits bound by more than $kT$ at $s=0.5$ nm, depending on how the unbound electrons are counted, and almost none at $s=2$ nm. Trapped electrons carry no steady current, so a full simulation with a finely resolved force can show a lower average mobility than the table, whether or not impurities are counted twice.

A device simulation may also use bare ions and let the mobile electrons screen them, instead of the static screened force assumed here. Double counting remains a risk, but (5) no longer supplies $G_{MD}$. One way to estimate it, not tried here, is to simulate a uniformly doped block at low field, with lattice and Brooks-Herring events switched off, and to follow the decay of directional memory of the untrapped electrons at each energy. Electron-electron forces complicate that measurement by exchanging momentum and energy between carriers. What the force is found to relax should then be subtracted from the impurity rate before any scattering event is drawn.

The numerical output below lists the main computed values.

## Table of computed values

```
TESTS OF CROSS-SECTIONS (ratios, dimensionless)
weak partial waves / BH formula: 0.99998
weak classical paths / impulse formula: 1.00000
ION BOX (mass = speed = screening length = 1)
C 0.03, ion density 0.5, K 4.0, k 4.0
boxes 4, ions per box 2048, electrons per case and box 4500
predicted force-only rate: 0.00323; exact one-ion paths: 0.00318
predicted full BH rate: 0.00902; sum with force: 0.01225
core-only BH rate: 0.00229; cross-term rate: 0.00356
measured force only: 0.00305 +- 0.00008
measured force + full BH: 0.01191 +- 0.00022
measured force + complementary BH: 0.00893 +- 0.00022
measured excess of double counting over BH: 32.0 %
DEVICE EXAMPLE
T 300 K, donors 1.0e+18 cm^-3, permittivity 11.7, mass 0.26 m_e
lattice mobility input: 1400 cm2/Vs; kT: 0.02585 eV
C: 0.1231 eV nm; Debye length: 4.088 nm
at E = 3 kT = 0.0776 eV: k 0.727 nm^-1, beta 5.95
sigma at 3 kT, BH: 10.37 nm2; force with s=0.5 nm: 7.52 nm2
sigma at 3 kT, partial waves: 11.30 nm2
mobility, BH once: 601 cm2/Vs; partial waves once: 573 cm2/Vs
mobilities in cm2/Vs: force | force+full BH | force+remaining rate | force+core BH
s = 0.5 nm: 661 | 450 | 601 | 654
  full BH added: -31.9 % vs force, -25.1 % vs BH once
s = 1.0 nm: 793 | 500 | 601 | 736
  full BH added: -37.0 % vs force, -16.8 % vs BH once
s = 2.0 nm: 1042 | 563 | 601 | 745
  full BH added: -46.0 % vs force, -6.3 % vs BH once
softened well depth at s=0.5 nm: 0.216 eV
NEGLECTED EFFECTS, ideal force: mobility once | twice (cm2/Vs) | ratio
base model: 601 | 422 | 0.702
Fermi statistics: 601 | 422 | 0.703
separate DOS mass: 605 | 427 | 0.706
isolated-donor ionization: 643 | 461 | 0.717
fast electron-electron limit: 558 | 360 | 0.645
DOS mass: 0.328 m_e; valleys: 6; donor level: 0.045 eV
reduced Fermi level: -3.33; Fermi screening factor: 0.9877
ionized fraction, isolated donor level: 0.764
ions in a screening sphere: 0.286
```
